# Linewidth of a strong grating with a central quarter-wave shift

## From the coupled waves to the linewidth

Treat a grating resonator as an ordinary cavity whose mirrors stand a distance $L$ apart, where $L$ is the length of the whole grating, and its linewidth comes out too small. The mirrors are the two halves of the grating, and light turns back gradually inside them, mostly near the centre. The time for a round trip is therefore set by the depth to which light penetrates the halves, not by their full length. For a grating of coupling $\kappa$ the mistake is a factor $\kappa L$, which is five in the example below. A filter designed on that basis would pass a band five times wider than intended, and its stored light would escape five times sooner. The correct width follows from the wave equation, with every factor fixed.

Consider a waveguide with one guided mode of propagation constant $\beta(\omega)$. Along part of its length the guide is weakly modulated with period $\Lambda$. Write $k_B=\pi/\Lambda$ for the Bragg wavenumber and describe the modulation by the scalar equation

$$E''+\left[\beta^2+4k_B\kappa\cos(2k_Bz)\right]E=0 .$$

A prime denotes $d/dz$, the time factor is $e^{-i\omega t}$, and $\kappa>0$ is a real constant with the dimension of an inverse length. The factor $4k_B$ is chosen so that $\kappa$ will be the coupling between wave amplitudes. A real $\kappa$ describes a grating that neither absorbs nor amplifies. Atomic units are used in the algebra, so that $\hbar=1$ and an angular frequency is also a photon energy. The waves themselves are classical.

Near the Bragg condition the field consists of a forward and a backward wave with slowly varying amplitudes,

$$E=A(z)e^{ik_Bz}+B(z)e^{-ik_Bz}.$$

Differentiating twice gives

$$E''=(A''+2ik_BA'-k_B^2A)e^{ik_Bz}+(B''-2ik_BB'-k_B^2B)e^{-ik_Bz}.$$

The amplitudes vary over lengths of order $1/\kappa$, so $A''$ is smaller than $2k_BA'$ by a factor of order $\kappa/k_B$. It is dropped, and so is $B''$. This is the first assumption: the coupling is weak over one period, $\kappa\Lambda\ll1$. The grating may still be strong over its whole length, in the sense $\kappa L\gg1$, and that is what "strong" means here.

Define the detuning $\delta=\beta-k_B$. Then $\beta^2-k_B^2=(\beta-k_B)(\beta+k_B)\simeq2k_B\delta$, because $\delta$ is small beside $k_B$. The modulation term is

$$4k_B\kappa\cos(2k_Bz)=2k_B\kappa\left(e^{2ik_Bz}+e^{-2ik_Bz}\right).$$

Its first part turns $Be^{-ik_Bz}$ into a term proportional to $e^{ik_Bz}$, and its second part turns $Ae^{ik_Bz}$ into a term proportional to $e^{-ik_Bz}$. The remaining products vary as $e^{\pm3ik_Bz}$. They are far from matching a guided wave, and their effect averages out to leading order in $\kappa/k_B$. Collecting the coefficients of the two retained exponentials gives

$$2ik_BA'+2k_B\delta A+2k_B\kappa B=0,$$

$$-2ik_BB'+2k_B\delta B+2k_B\kappa A=0.$$

Division by $2ik_B$ and by $-2ik_B$ respectively, with $1/i=-i$, leads to the coupled-wave equations

$$A'=i\delta A+i\kappa B,\qquad B'=-i\delta B-i\kappa A .$$

The amplitudes are scaled so that $|A|^2$ and $|B|^2$ are the forward and backward powers. From the first equation,

$$\frac{d|A|^2}{dz}=A^*A'+A(A^*)'=i\kappa(A^*B-AB^*),$$

since the two detuning terms cancel. The second equation gives

$$\frac{d|B|^2}{dz}=-i\kappa B^*A+i\kappa BA^*=i\kappa(A^*B-AB^*).$$

The two derivatives are equal, so the net power $|A|^2-|B|^2$ does not depend on $z$. The grating exchanges power between the waves without losing any.

The detuning is connected with frequency through the group velocity. Let $\omega_B$ satisfy $\beta(\omega_B)=k_B$. To first order about this frequency,

$$\delta=\frac{\omega-\omega_B}{v_g},\qquad v_g=\left(\frac{d\beta}{d\omega}\right)^{-1}_{\omega_B}.$$

This $v_g$ belongs to the guide with the Bragg coupling left out. It is not the reduced velocity that a periodic structure shows near the edge of its stop band; that slowing comes from the coupling and is already contained in the equations for $A$ and $B$.

To solve the equations over a uniform length $l$, put the amplitudes into a column and write

$$\frac{d}{dz}\begin{pmatrix}A\\B\end{pmatrix}=G\begin{pmatrix}A\\B\end{pmatrix},\qquad G=\begin{pmatrix}i\delta&i\kappa\\-i\kappa&-i\delta\end{pmatrix}.$$

In the square of $G$ each diagonal element is $-\delta^2+\kappa^2$, and the off-diagonal elements cancel. Thus $G^2=\gamma^2I$, with

$$\gamma^2=\kappa^2-\delta^2 .$$

In the power series of $e^{Gl}$, the even terms therefore sum to $I\cosh\gamma l$ and the odd terms to $G\sinh(\gamma l)/\gamma$. With $c=\cosh\gamma l$ and $s=\sinh\gamma l$, the matrix $M$ that carries the amplitudes across the length $l$ has the elements

$$M_{11}=c+\frac{i\delta}{\gamma}s,\quad M_{12}=\frac{i\kappa}{\gamma}s,\quad M_{21}=-\frac{i\kappa}{\gamma}s,\quad M_{22}=c-\frac{i\delta}{\gamma}s .$$

Its determinant is $c^2+\delta^2s^2/\gamma^2-\kappa^2s^2/\gamma^2=c^2-s^2=1$. For $|\delta|<\kappa$ the quantity $\gamma$ is real and the waves grow or decay along the grating. This is the stop band.

Now divide the grating into two halves of length $l=L/2$ and insert between them an unmodulated section of length $\Lambda/2$. The wavelength in the guide at the Bragg condition is $2\pi/k_B=2\Lambda$, so this section is a quarter of a wavelength long. The right half has the same modulation as before when its position is measured from its own displaced origin. Referred to that origin, the forward amplitude has gained the phase $k_B\Lambda/2=\pi/2$ and the backward amplitude has gained $-\pi/2$. The section therefore acts as

$$P=\begin{pmatrix}i&0\\0&-i\end{pmatrix}.$$

The further phase $\delta\Lambda/2$ is neglected, in keeping with $\kappa\Lambda\ll1$. In a strong grating it would narrow the line by a fraction of about $\kappa\Lambda/2$.

The reason for a quarter wave can be seen at $\delta=0$. A forward wave that meets the right half is reflected with amplitude ratio $-M_{21}/M_{22}=i\tanh(\kappa L/2)$, because no wave enters from the far end. A backward wave that meets the left half is reflected with $M_{12}/M_{22}$, which has the same value. Without the shift, the product of the two reflections is $-\tanh^2(\kappa L/2)$: light returns to the centre in opposite phase and cancels itself. Crossing the shift multiplies the forward wave by $i$. On the way back the wave passes from right to left, so its factor is $1/(-i)=i$. Together these contribute $i^2=-1$, the round-trip factor becomes $+\tanh^2(\kappa L/2)$, and the centre of the stop band is a resonance.

The matrix of the whole structure is $N=MPM$. Multiplying out the lower right element gives

$$N_{22}=M_{21}\,i\,M_{12}+M_{22}(-i)M_{22}=i\left(M_{12}M_{21}-M_{22}^2\right).$$

Let a wave of unit amplitude enter from the left and let $r$ be the reflected amplitude. The absence of a backward wave at the far end requires $N_{21}+N_{22}r=0$. The transmitted amplitude is then

$$t=N_{11}+N_{12}r=\frac{N_{11}N_{22}-N_{12}N_{21}}{N_{22}}=\frac{1}{N_{22}},$$

because the determinants of $M$, $P$ and $M$ are all one. There is no reflection at the outer ends beyond that of the grating itself.

The two products needed are $M_{12}M_{21}=\kappa^2s^2/\gamma^2$ and

$$M_{22}^2=c^2-\frac{2i\delta}{\gamma}sc-\frac{\delta^2}{\gamma^2}s^2 .$$

Substituting them and using $c^2=1+s^2$ gives

$$N_{22}=i\left[\frac{\kappa^2+\delta^2-\gamma^2}{\gamma^2}s^2-1+\frac{2i\delta}{\gamma}sc\right]
=i\left[-1+\frac{2\delta^2s^2}{\gamma^2}+\frac{2i\delta sc}{\gamma}\right],$$

where the last step uses $\kappa^2-\gamma^2=\delta^2$. The quantities $s^2/\gamma^2$ and $sc/\gamma$ are real both inside the stop band and outside it, since they are even in $\gamma$. The squared modulus is therefore

$$|N_{22}|^2=1-\frac{4\delta^2s^2}{\gamma^2}+\frac{4\delta^4s^4}{\gamma^4}+\frac{4\delta^2s^2(1+s^2)}{\gamma^2}.$$

The terms in $s^2$ cancel. The terms in $s^4$ combine to $4\delta^2s^4(\delta^2+\gamma^2)/\gamma^4=4\delta^2\kappa^2s^4/\gamma^4$. The transmitted power is thus

$$T(\delta)=\frac{1}{1+F^2},\qquad F=\frac{2\delta\kappa}{\gamma^2}\sinh^2\!\left(\frac{\gamma L}{2}\right).$$

Within the coupled-wave equations no approximation has been made in solving for $T$. At $\delta=0$ it equals one, however long the lossless grating is. With the shift removed, the matrix is that of one uniform grating of length $L$, and the central transmission is $1/\cosh^2\kappa L$. For $\kappa L=5$ this is $1.8\times10^{-4}$.

The half-maximum points are the first ones on either side of the centre at which $|F|=1$. Use $2\sinh^2(\gamma L/2)=\cosh\gamma L-1$ and call the positive solution $\delta_h$:

$$\frac{\delta_h\kappa(\cosh\gamma L-1)}{\gamma^2}=1 .$$

For a long grating the hyperbolic cosine is very large, so $\delta_h$ is much smaller than $\kappa$. Setting $\gamma=\kappa$ gives the first estimate

$$\delta_0=\frac{\kappa}{\cosh\kappa L-1}.$$

With $x=e^{-\kappa L}$ the denominator is $(1/x+x-2)/2=(1-x)^2/(2x)$, and hence

$$2\delta_0=\frac{4\kappa x}{(1-x)^2}.$$

It remains to show that replacing $\gamma$ by $\kappa$ was harmless. To second order in $\delta$, $\gamma\simeq\kappa-\delta^2/(2\kappa)$. For large $\kappa L$ this lowers $\cosh\gamma L-1$ by the relative amount $\delta^2L/(2\kappa)$, while $1/\gamma^2$ rises by the relative amount $\delta^2/\kappa^2$. The solution must compensate for both:

$$\delta_h\simeq\delta_0\left[1+\frac{\delta_0^2}{\kappa^2}\left(\frac{\kappa L}{2}-1\right)\right].$$

Since $\delta_0\simeq2\kappa x$, the added term is $(2\kappa L-4)x^2$. Expanding $(1-x)^{-2}=1+2x+3x^2+\dots$ and combining the two corrections gives the full width in detuning,

$$2\delta_h=4\kappa x\left[1+2x+(2\kappa L-1)x^2+\dots\right].$$

Frequency is $v_g$ times detuning, so the full width at half maximum in angular frequency is

$$\boxed{\Delta\omega=4\kappa v_g e^{-\kappa L}}\qquad(\kappa L\gg1),$$

with a leading relative correction of $2e^{-\kappa L}$. Solving the coupled waves numerically gives widths larger than this formula by 12% at $\kappa L=3$, by 1.4% at $\kappa L=5$ and by 0.07% at $\kappa L=8$. The formula therefore serves well from about $\kappa L=5$ upward. At $\kappa L=3$ the form with $(1-x)^2$ is still within 1% of the numerical width.

## What the width means, and where it fails

The symbols carried over are these. A grating of total length $L$ couples forward and backward amplitudes $A$ and $B$ at a rate $\kappa$ per length, and a quarter-wave shift sits at its centre. The detuning is $\delta=(\omega-\omega_B)/v_g$, where $\omega_B$ is the Bragg frequency and $v_g$ is the group velocity without Bragg coupling. With $\gamma^2=\kappa^2-\delta^2$ and $x=e^{-\kappa L}$, the transmitted amplitude is $t=1/N_{22}$, where

$$N_{22}=i\left[-1+\frac{2\delta^2s^2}{\gamma^2}+\frac{2i\delta sc}{\gamma}\right],\quad s=\sinh\frac{\gamma L}{2},\quad c=\cosh\frac{\gamma L}{2}.$$

For $\kappa L\gg1$ the full width of the transmitted power is $\Delta\omega=4\kappa v_gx$.

Each factor in this width has a physical origin. At $\delta=0$ the equations $A'=i\kappa B$ and $B'=-i\kappa A$ have, to the right of the centre, the decaying solution $A=e^{-\kappa z}$, $B=ie^{-\kappa z}$. To the left the field decays in the same way. If each wave carries unit power at the centre, its power at distance $|z|$ is $e^{-2\kappa|z|}$. Power moving at velocity $v_g$ has an energy per length equal to the power divided by $v_g$. The two waves on both sides together store

$$U=\frac{2}{v_g}\int_{-\infty}^{\infty}e^{-2\kappa|z|}\,dz=\frac{2}{\kappa v_g}.$$

The leakage requires the true condition at the right end, $B(L/2)=0$. The solution that satisfies it is $A=C\cosh\kappa(L/2-z)$, $B=iC\sinh\kappa(L/2-z)$. Unit forward power at the centre fixes $C^2=1/\cosh^2(\kappa L/2)\simeq4e^{-\kappa L}$, and this is the power that leaves. With two ends the total is $8e^{-\kappa L}$, so the stored energy decays at the rate

$$\frac{8e^{-\kappa L}}{2/(\kappa v_g)}=4\kappa v_ge^{-\kappa L}.$$

The round-trip time is $2/(\kappa v_g)$, that of a cavity of length $1/\kappa$ rather than $L$. With $L$ in its place, the rate would be $4v_ge^{-\kappa L}/L$, too small by the factor $\kappa L$ named at the start.

The decay rate can also be found from the complex frequency at which the structure supports outgoing waves without any input. This requires $N_{22}=0$. Put $\delta=-i\eta$ with $\eta>0$, so that the amplitude decays as $e^{-v_g\eta t}$. Because $2sc=\sinh\gamma L$, the condition reads

$$\frac{\eta\sinh\gamma L}{\gamma}=1+\frac{2\eta^2s^2}{\gamma^2}.$$

To leading order $\gamma=\kappa$ and $\sinh\kappa L=1/(2x)$, which gives $\eta=2\kappa x$. With this value and $s^2\simeq1/(4x)$, the last term equals $2x$, and therefore $\eta\simeq2\kappa x(1+2x)$. Energy decays twice as fast as amplitude, at the rate $2v_g\eta=4\kappa v_gx(1+2x)$. This agrees with the spectral width through its first correction. At $\kappa L=7$ the two computed values differ by 0.002%.

The coupled-wave equations are themselves an approximation, and a stack of real dielectric layers provides a test of the result that does not use them. Take layers of high and low index $n_H$ and $n_L$, each a quarter wave thick at $\omega_B$. The matrix that relates the electric and magnetic fields on the two faces of such a layer of index $n$ has zero diagonal elements and off-diagonal elements $i/n$ and $in$. The product for one high and one low layer is diagonal, with elements $-n_L/n_H$ and $-n_H/n_L$. One period thus reduces the decaying field by the factor $n_L/n_H$, and so

$$\kappa\Lambda=\ln\frac{n_H}{n_L}.$$

Light crosses a period of half a wavelength in half an optical cycle, so $\Lambda/v_g=\pi/\omega_B$ when the indices do not depend on frequency. The linewidth formula becomes $\Delta\omega/\omega_B=(4\kappa\Lambda/\pi)e^{-\kappa L}$, with nothing left to adjust. The stack has its high layers outermost and two low layers side by side at the centre, which supply the extra quarter wave. It lies in a medium of index $\sqrt{n_Hn_L}$.

With $\kappa L$ held at 8, the width of the layered stack exceeds the formula by 2.8% for $\kappa\Lambda=0.8$, by 0.74% for 0.4 and by 0.23% for 0.2. Of each excess, 0.07% is the finite-length correction found above. The remainder falls about fourfold each time $\kappa\Lambda$ is halved, so in this structure the error due to weak coupling is quadratic. The stack reverses the order of its layers without adding any length to $L$, so the linear narrowing $\kappa\Lambda/2$ of an inserted unmodulated section does not arise in it. When the layer indices are made to vary with frequency so that the group index is 1.75 times the phase index, the width at $\kappa\Lambda=0.2$ falls to 0.5714 of its former value, and $1/1.75=0.5714$. It is the group velocity that sets the width.

Loss changes both the width and the peak. Let each wave lose power at the rate $\alpha$ per length. Its amplitude then decays at the rate $\alpha/2$ in its own direction of travel, which replaces $\delta$ by $\delta+i\alpha/2$ in both coupled equations. Near the centre of a strong grating the quadratic term of $N_{22}$ is negligible and $2sc/\gamma\simeq1/(2\kappa x)$. With $\Delta=4\kappa x$ for the width in detuning, $|t|^2=1/|1-2i\delta/\Delta|^2$. The replacement gives

$$T=\frac{1}{(1+\alpha/\Delta)^2+(2\delta/\Delta)^2}.$$

The peak falls to $(1+\alpha/\Delta)^{-2}$. The transmission is half of this peak at $2|\delta|=\Delta+\alpha$, so the width in angular frequency becomes $\Delta\omega+v_g\alpha$. This holds for $\alpha\ll\kappa$ and $\alpha^2L\ll\kappa$. The second condition keeps $\gamma L$ nearly constant across the broadened line. The peak formula then has a relative error of about $\alpha/\kappa$.

The position of the shift matters too. If it lies a distance $d$ from the centre, the halves have lengths $L/2\pm d$. At $\delta=0$ the product of the matrices gives

$$N_{22}=i(s_1s_2-c_1c_2)=-i\cosh(2\kappa d),$$

where $s_j$ and $c_j$ are the hyperbolic functions of $\kappa$ times each length. The peak is therefore $1/\cosh^2(2\kappa d)$. The powers that leave the two ends are now $4xe^{\pm2\kappa d}$, with the sum $8x\cosh(2\kappa d)$, and the width grows by the factor $\cosh(2\kappa d)$, provided both parts remain strong. For $\kappa d=0.3$ these laws give 0.71 and 1.19. The computed peak is 0.71, and the width ratio at $\kappa L=8$ is 1.19.

For a worked example, take round values in the regime of a silicon-photonics strip waveguide with a side-wall grating. The wavelength is 1550 nm, the effective index 2.4 and the group index 4.2. The coupling is $\kappa=2\times10^{-5}$ nm$^{-1}$ and the length $L=250000$ nm, so that $\kappa L=5$ and $e^{-\kappa L}=0.006738$. The period is 323 nm and $\kappa\Lambda=0.0065$, well within weak coupling. With $\hbar$ restored, $\hbar v_g=46.98$ eV nm, and

$$\hbar\Delta\omega=4(2\times10^{-5})(46.98)(0.006738)\ \text{eV}=2.53\times10^{-5}\ \text{eV}.$$

This corresponds to a wavelength width of 0.049 nm. The full coupled-wave solution gives $2.57\times10^{-5}$ eV, the expected 1.4% more. Dividing the photon energy, 0.800 eV, by the asymptotic width gives a quality factor of about 32000, and $\hbar$ divided by that width is an energy lifetime of 26 ps.

These parameters are rough typical values, not those of a particular device. Real waveguides break the assumption of no loss. A loss of 2 dB/cm, also a rough value, means $\alpha=4.6\times10^{-8}$ nm$^{-1}$ and adds $\hbar v_g\alpha=2.2\times10^{-6}$ eV, or 9% of the ideal width. The computed width becomes $2.78\times10^{-5}$ eV and the peak transmission falls to 0.85. With $\kappa$, $v_g$ and $\alpha$ fixed, a longer grating keeps narrowing the leakage part of the width but not the part due to loss. The two are equal when $e^{-\kappa L}=\alpha/(4\kappa)=5.8\times10^{-4}$, or $\kappa L\simeq7.5$, and the peak is then one quarter.

A change of temperature moves the line. To leading order in $\kappa\Lambda$ the resonance stays where $\beta=\pi/\Lambda$. For the cosine modulation the next order offsets it by about $-\kappa^2/(4k_B)$ in detuning. That nearly fixed offset is 2% of the width in this example, but its ratio to the width grows as $e^{\kappa L}$, and it is about one width for $\kappa\Lambda=0.1$ and $\kappa L=6$. A change $dn$ of the effective index at fixed period must therefore be offset by a change of frequency, $n_g\,d\omega+\omega\,dn=0$, where $n_g$ is the group index. A thermo-optic coefficient of $2\times10^{-4}$ K$^{-1}$ then lowers the photon energy of the line by $3.8\times10^{-5}$ eV/K, which is 1.5 ideal linewidths per kelvin. Thermal expansion is left out. A device of this kind must be held well within one kelvin, or tuned, if its line is to stay on a fixed laser.

The two halves may also differ in effective index, for instance through a small difference in waveguide width. A difference of $2\times10^{-3}$ detunes them by $\pm a$ from their mean, with $a=\pi(2\times10^{-3})/(1550\ \text{nm})$, about $0.20\kappa$. At the mean frequency $\gamma^2=\kappa^2-a^2$, and the diagonal elements $c\mp i(a/\gamma)s$ of the two halves multiply to $c^2+a^2s^2/\gamma^2$. Hence

$$N_{22}=i\left[\frac{\kappa^2-a^2}{\gamma^2}s^2-c^2\right]=-i,$$

and the peak remains one. The computed width is 4.6% larger than that of the matched grating. Within this model such a difference broadens the line less than the propagation loss does. This holds for opposite changes about a fixed mean. If only one half changes by $2\times10^{-3}$, the mean index changes too, and the line moves by about seven widths: a little more than seven for the lossless line, and a little less when the width includes the loss of 2 dB/cm.

The other effects considered are smaller at low power. A group-velocity dispersion of 2 ps$^2$/m changes $v_g$ by a fraction $2\times10^{-4}$ across half the stop band. For a probe of 0.01 mW, the forward power at the centre is $\cosh^2(\kappa L/2)=38$ times the input. Two-photon absorption, estimated with a coefficient of $8\times10^{-3}$ nm/W and a mode area of $10^5$ nm$^2$, adds roughly $4\times10^{-9}$ eV to the width. The high group index of a high-contrast guide can raise this by a factor of order one, which leaves it negligible. The estimate applies the central power along the whole grating, which makes it about twice too large because the field decays away from the centre, and it counts the opposing wave twice because a cubic response to the sum of two waves contains $(|A|^2+2|B|^2)A$. Heating matters more. On resonance 15% of the input is lost. If all of it were absorbed, a thermal resistance of $10^4$ K/W would warm the guide by 0.015 K and move the line by 2% of its width. That shift grows in proportion to the power while the probe stays near resonance, so at 0.1 mW it would be about a fifth of the width.

The exponential also governs the tolerance on the coupling. At fixed $L$ and $v_g$, differentiating the logarithm of the linewidth gives

$$\frac{d(\Delta\omega)}{\Delta\omega}=(1-\kappa L)\frac{d\kappa}{\kappa}.$$

At $\kappa L=5$ a coupling 1% larger than intended narrows the ideal line by about 4%. The width derived here is that of the passive resonator. With optical gain present the balance of energy changes, and the result does not give the emission linewidth of a laser. The computed values behind the comparisons above are collected in the numerical output.

## Values computed for the example and the checks

```
TESTS (dimensionless)
kappa L = 3: coupled/asymptotic width 1.116577
kappa L = 5: coupled/asymptotic width 1.013904
kappa L = 6: coupled/asymptotic width 1.005026
kappa L = 7: coupled/asymptotic width 1.001835
kappa L = 8: coupled/asymptotic width 1.000673
layers, kappa period = 0.8: width/formula 1.02757
layers, kappa period = 0.4: width/formula 1.00736
layers, kappa period = 0.2: width/formula 1.00234
layers: width ratio for group/phase index 1.75: 0.57141
stored-energy/spectral width, kappa L = 7: 0.998170
complex-root/spectral width, kappa L = 7: 0.999983
unshifted centre transmission, kappa L = 5: 1.8158e-04
shift displaced by 0.3/kappa: peak 0.7116
same displacement, kappa L = 8: width ratio 1.1856
EXAMPLE
wavelength: 1550 nm
photon energy: 0.79990 eV
effective index: 2.4; group index: 4.2
coupling: 2.0e-05 1/nm; length: 250000 nm
kappa L: 5.00; exp(-kappa L): 0.006738
grating period: 322.9 nm; kappa period: 0.00646
hbar times group velocity: 46.9826 eV nm
asymptotic linewidth: 2.5325e-05 eV
coupled-wave linewidth: 2.5677e-05 eV
asymptotic wavelength width: 0.04907 nm
quality factor: 31585
energy lifetime: 25.99 ps
NEGLECTED EFFECTS (rough coefficients)
power loss: 2.0 dB/cm = 4.605e-08 1/nm
added loss width: 2.164e-06 eV
width with loss: 2.7845e-05 eV; peak: 0.8486
thermo-optic coefficient: 2.0e-04 1/K
downward thermal line shift: 3.809e-05 eV/K
thermal shift/ideal width: 1.50 1/K
index difference of halves: 2.0e-03
resulting width ratio: 1.0458; peak: 1.0000
group-velocity dispersion magnitude: 2.0 ps2/m
relative velocity change, half stop band: 2.04e-04
probe power: 0.01 mW; mode area: 1.0e+05 nm2
central forward-power build-up, no loss: 37.60
two-photon coefficient: 8.0e-03 nm/W
two-photon width, upper estimate: 4.24e-09 eV
fraction of input power lost: 0.1453
thermal resistance: 1.0e+04 K/W
self-heating if all lost power is absorbed: 0.0145 K
self-heating shift/ideal width: 0.0219
```
